# Safeguarded Newton Iteration for the Fermi Level of a Doped Semiconductor

## The result

Measure the bulk Fermi level from the conduction-band edge in thermal units, \(x=(E_F-E_c)/kT\). Let \(n,p\) be the electron and hole densities and \(N_D^+,N_A^-\) the densities of ionized donors and acceptors. With
\[
P(x)=p+N_D^+,\qquad N(x)=n+N_A^-,\qquad h(x)=\ln\frac{P(x)}{N(x)},
\]
charge neutrality \(P=N\) has one and only one solution \(x^*\) at any temperature \(T>0\). It lies between two closed-form bounds \(x_L<x^*<x_U\), given below. Newton's step \(x-h/h'\) is accepted if it stays inside the current bracket and if \(|h|\) has at least halved since the previous iterate; otherwise the bracket is bisected. This iteration converges from every starting point in the bracket. The signs \(h(x-\delta)>0>h(x+\delta)\) then prove that \(|x-x^*|<\delta\).

The model has parabolic bands, a positive gap \(E_g\), and independent dopants with discrete levels. The donor level lies \(E_D\) below \(E_c\), the acceptor level \(E_A\) above the valence-band edge \(E_v\). These depths do not depend on \(E_F\). Write \(x_g,x_D,x_A\) for \(E_g,E_D,E_A\) divided by \(kT\).

## The four charges

The conduction band has the density of states \((2m_c/\hbar^2)^{3/2}\sqrt{E}/2\pi^2\), with \(E\) counted from \(E_c\). Multiplying by the Fermi function and setting \(E=kTu\) gives
\[
n=\frac{1}{2\pi^2}\left(\frac{2m_ckT}{\hbar^2}\right)^{3/2}\!\int_0^\infty\!\frac{\sqrt u\,du}{1+e^{u-x}}=N_cF_{1/2}(x),
\]
\[
N_c=2\left(\frac{m_ckT}{2\pi\hbar^2}\right)^{3/2},\qquad
F_{1/2}(x)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt u\,du}{1+e^{u-x}} .
\]
The prefactors agree because \((4\pi)^{3/2}/2\pi^2=4/\sqrt\pi\). For holes the distance from the band edge is \((E_v-E_F)/kT=-x-x_g\), so \(p=N_vF_{1/2}(-x-x_g)\), with the hole mass in \(N_v\).

A donor is either empty, with weight 1, or holds one electron in one of two spin states, each with weight \(e^{x+x_D}\). An acceptor is either neutral, in one of four states of weight 1, or holds one more electron, with weight \(e^{x+x_g-x_A}\). Normalizing the weights gives
\[
N_D^+=\frac{N_D}{1+2e^{x+x_D}},\qquad
N_A^-=\frac{N_A}{1+4e^{x_A-x-x_g}} .
\]

Raising \(x\) raises every electron occupation. Hence \(n\) and \(N_A^-\) increase while \(p\) and \(N_D^+\) decrease, and \(P-N\) falls strictly. As \(x\to-\infty\), \(p\) grows without bound while \(N\) stays bounded; as \(x\to+\infty\), \(n\) grows without bound while \(P\) stays bounded. The continuous function \(P-N\) therefore crosses zero, and strict monotonicity forbids a second crossing. At \(T=0\) the occupations become steps and the argument no longer applies.

## First failure: Newton on the charge itself

The obvious scheme applies Newton's method to \(\rho=P-N\). Take the simplest case: fully ionized donors, no acceptors, negligible holes, and \(x\) far enough below the band edge that \(F_{1/2}\approx e^x\). Then \(\rho=N_D-N_ce^x\), and the Newton step is
\[
-\frac{\rho}{\rho'}=\frac{N_D-N_ce^x}{N_ce^x}=e^{x^*-x}-1 .
\]
Starting ten units below the root, the step is about \(e^{10}\), far past the root. Starting well above it, within the same exponential regime, the step is close to \(-1\), so the iteration creeps back one \(kT\) at a time.

The cause is the exponential dependence of the densities, and the logarithm removes it. In the same case \(h=\ln(N_D/N_c)-x\) is linear, and Newton's method finds the root in one step from anywhere. Since \(P\) and \(N\) are positive, \(h\) has the same sign and the same zero as \(\rho\).

The slope of \(h\) is bounded. Let \(f=1/(1+e^{u-x})\). Then \(\partial f/\partial x=f(1-f)<f\), so
\[
0<F_{1/2}'(x)=\frac{2}{\sqrt\pi}\int_0^\infty\!\sqrt u\,f(1-f)\,du<F_{1/2}(x).
\]
Because \(f(1-f)=-\partial f/\partial u\), integration by parts turns the derivative into \(F_{-1/2}(x)=\pi^{-1/2}\int_0^\infty u^{-1/2}f\,du\), the form used for computing it. The logarithmic slope of \(n\) thus lies between 0 and 1, and that of \(p\) between \(-1\) and 0. For the dopants,
\[
\frac{d\ln N_D^+}{dx}=-\left(1-\frac{N_D^+}{N_D}\right),\qquad
\frac{d\ln N_A^-}{dx}=1-\frac{N_A^-}{N_A},
\]
which obey the same limits. The ratio \(P'/P\) is the average of the logarithmic slopes of \(p\) and \(N_D^+\), weighted by their densities, and so lies between \(-1\) and 0. Likewise \(N'/N\) lies between 0 and 1. Therefore
\[
-2<h'(x)=\frac{P'}{P}-\frac{N'}{N}<0 .
\]
By the mean value theorem \(|h(x)|<2|x-x^*|\) away from the root: a residual \(h\) implies an error of more than \(|h|/2\). There is no converse with a fixed constant, because \(h'\) can come arbitrarily close to zero.

## Second failure: the compensated plateau

Consider a model semiconductor with round parameters: \(T=300\) K, masses \(0.2\,m_e\) and \(0.5\,m_e\), a gap of 1.2 eV, \(N_D=5\times10^{19}\ \mathrm{cm^{-3}}\) at a depth of 20 meV, and \(N_A=10^{18}\ \mathrm{cm^{-3}}\) at 50 meV. Then \(kT=25.852\) meV, \(N_c=2.2445\times10^{18}\ \mathrm{cm^{-3}}\), \(N_v=8.8721\times10^{18}\ \mathrm{cm^{-3}}\), \(x_g=46.418\) and \(x_D=0.7736\).

Deep in the gap all dopants are ionized and carriers are negligible, so \(h\approx\ln(N_D/N_A)=\ln50=3.912\), a constant. Well above midgap, what slope remains comes mainly from the few neutral donors and the few electrons:
\[
h'\approx-2e^{x+x_D}-\frac{N_c}{N_A}e^x .
\]
At \(x=-18.18\) the two terms are \(-5.5\times10^{-8}\) and \(-2.9\times10^{-8}\), together \(-8.4\times10^{-8}\). The Newton step is \(3.912/(8.358\times10^{-8})=4.68\times10^7\), in units of \(kT\). The logarithm has cured the exponential but cannot create a slope where both charges are constant. The iteration needs a fence.

## A bracket without a search

Trial and error could find two points of opposite sign, but inequalities supply them directly. The first is \(f<e^{x-u}\), which gives
\[
F_{1/2}(x)<\frac{2}{\sqrt\pi}\,e^x\int_0^\infty\sqrt u\,e^{-u}du=e^x .
\]
For the second, integrate \(F_{1/2}\) by parts:
\[
F_{1/2}(x)=\int_{-\infty}^{\infty}G(u)\,w(u-x)\,du,\qquad
G(u)=\frac{4}{3\sqrt\pi}\max(u,0)^{3/2},
\]
where \(w(u-x)=f(1-f)\). This \(w\) is positive, integrates to one and is symmetric about \(u=x\), so it is a probability density with mean \(x\). The function \(G\) is convex. Jensen's inequality says that the average of a convex function is at least its value at the mean, so \(F_{1/2}(x)\ge 4x^{3/2}/(3\sqrt\pi)\) for \(x\ge0\).

Now choose \(x_U\) so that this lower bound alone gives \(n\ge N_D+N_v\):
\[
x_U=\left[\frac{3\sqrt\pi}{4}\,\frac{N_D+N_v}{N_c}\right]^{2/3}.
\]
There \(p<N_ve^{-x_U-x_g}<N_v\) and \(N_D^+\le N_D\), so \(P<N\). Exchanging the roles of the bands gives
\[
x_L=-x_g-\left[\frac{3\sqrt\pi}{4}\,\frac{N_A+N_c}{N_v}\right]^{2/3},
\]
where \(p\ge N_A+N_c\), while \(n<N_ce^{x_L}<N_c\) and \(N_A^-\le N_A\), so \(P>N\). In the example
\[
x_U=(1.3293\times26.23)^{2/3}=10.67,\qquad
x_L=-46.418-(1.3293\times0.3657)^{2/3}=-47.04 .
\]

## The combined iteration

Start at the midpoint of \([a,b]=[x_L,x_U]\). In each round:

1. Compute \(h\) and \(h'\) at \(x\). If \(h>0\), set \(a=x\); otherwise set \(b=x\).
2. Form \(x_N=x-h/h'\). If \(|x_N-x|<\delta/2\) and \(h(x_N-\delta)>0>h(x_N+\delta)\), return \(x_N\).
3. If \(a<x_N<b\) and \(|h|\) is at most half its value at the previous iterate, continue from \(x_N\). Otherwise continue from \((a+b)/2\). The first iterate has no predecessor and needs the bracket condition alone.

Staying inside the bracket is not enough for a proof: for a general decreasing function, Newton steps can jump back and forth across the root without closing in on it. The halving condition excludes this. Suppose bisection happens infinitely often. Each bisection halves the bracket at the next update, so its width tends to zero, and the iterates are squeezed onto \(x^*\). Suppose instead that bisection happens finitely often. Then from some round on \(|h|\) at least halves every time, so \(h\to0\), and because \(h\) is continuous with a single zero in the bracket, \(x\to x^*\). There is no third possibility.

Near the root the speed is that of Newton's method. With \(\epsilon=x-x^*\), Taylor expansion about \(x\) gives \(0=h(x^*)=h-\epsilon h'+\tfrac12\epsilon^2h''+\dots\), so \(h/h'=\epsilon-\epsilon^2h''/2h'+\dots\) and
\[
\epsilon_{\text{new}}=\epsilon-\frac{h}{h'}=\frac{h''}{2h'}\,\epsilon^2+O(\epsilon^3).
\]

The sign check in step 2 is a proof of accuracy in exact arithmetic, because a decreasing function that is positive at one point and negative at another has its zero between them. A small residual would not suffice: if \(N_D\) is close to \(N_A\), the plateau value \(\ln(N_D/N_A)\) is small even far from the root.

The Fermi integrals must be accurate over the whole bracket. With \(u=t^2\),
\[
F_{1/2}=\frac{4}{\sqrt\pi}\int_0^\infty\!\frac{t^2\,dt}{1+e^{t^2-x}},\qquad
F_{-1/2}=\frac{2}{\sqrt\pi}\int_0^\infty\!\frac{dt}{1+e^{t^2-x}} .
\]
The integrands are even and analytic near the real axis, so the trapezoidal rule converges exponentially as its spacing shrinks. The nearest poles, at \(t^2=x\pm i\pi\), approach the axis as \(x\) grows. The spacing is therefore tied to their distance, \(0.16\,\mathrm{Im}\sqrt{x+i\pi}\), with a ceiling of 0.25.

## The iteration at work

| Iterate | \(x\) | \(h\) | Next move |
|---|---|---|---|
| 0 | −18.181673 | 3.912 | bisect |
| 1 | −3.754344 | 3.765 | bisect |
| 2 | 3.459320 | −3.591 | bisect |
| 3 | −0.147512 | 1.429 | Newton |
| 4 | 0.970847 | −0.1067 | Newton |
| 5 | 0.896178 | −1.160×10⁻⁴ | Newton |
| 6 | 0.896096 | −1.604×10⁻¹⁰ | certified |

At iterate 1 the slope is \(-0.1413\), so Newton's step of 26.6 would still leave the bracket. At iterate 2 the slope is \(-1.339\), and the step would lead to \(3.459-2.683=0.776\), a good point. It is refused because \(|h|\) has not halved. The halving condition can thus refuse a useful step; here the refusal costs no extra round, because from 0.776 Newton's method would also be certified only at iterate 6.

From iterate 3 on the rule no longer interferes. The error at iterate 5 is \(8.13\times10^{-5}\). With the constant \(h''/2h'=0.01701\) at the root, the next error should be \(0.01701\times(8.13\times10^{-5})^2=1.12\times10^{-10}\). The residual at iterate 6, divided by the slope \(-1.426\), gives the same value. Bisection alone would need 35 halvings to reach the certified width.

The root is \(x^*=0.896096\), certified to \(\delta=10^{-9}\), or
\[
E_F-E_c=0.8961\times25.852\ \text{meV}=23.17\ \text{meV}.
\]
Neutrality can be followed by hand. The donor denominator is \(1+2e^{0.8961+0.7736}=11.62\), so \(N_D^+=5\times10^{19}/11.62=4.30\times10^{18}\ \mathrm{cm^{-3}}\), which is 8.6 % of the donors. The acceptors are almost all ionized and take up \(1.00\times10^{18}\ \mathrm{cm^{-3}}\); the remaining \(3.30\times10^{18}\ \mathrm{cm^{-3}}\) balances the conduction electrons. Holes are negligible.

A separate root search, using energy integrals over the density of states and explicit sums over dopant states, gives the same \(x^*\) to all printed digits. In 200 random n- and p-type cases, started at the midpoint, with temperatures of 80 to 500 K, gaps of 0.4 to 1.5 eV, majority densities of \(10^{15}\) to \(10^{20}\ \mathrm{cm^{-3}}\) and near-exact compensation excluded, the iteration took 6.4 rounds on average and 10 at most. At lower temperatures the bracket is wider in units of \(kT\) and a few more rounds are needed. The numerical output lists these checks.

## What the approximations change within the model

Three shortcuts can be compared with 23.17 meV:

- Boltzmann statistics with incomplete ionization: 17.02 meV.
- Boltzmann statistics with full ionization: 79.71 meV.
- Fermi statistics with full ionization: 241.85 meV.

Monotonicity explains the signs. Boltzmann statistics replaces \(F_{1/2}\) by the larger \(e^x\), which raises \(N\) and moves the root down. Full ionization of the donors raises \(P\) and moves it up; the acceptors are nearly all ionized already. When both approximations are made, the errors partly cancel. Correcting the statistics alone removes the cancellation and moves the result further from the model's solution. These are deviations from the model, not from a real crystal: at this donor density full ionization is the more realistic assumption, as the last section explains.

The opposite regime, freeze-out, has a simple limit. If \(N_D>N_A>0\) and the temperature is so low that \(n\ll N_A\), with acceptors fully ionized and holes absent, neutrality reads \(N_D^+=N_A\). Then \(1+2e^{x+x_D}=N_D/N_A\), and
\[
E_F-E_c=-E_D+kT\ln\frac{N_D-N_A}{2N_A}.
\]
The Fermi level tends to the donor level as \(T\to0\).

## What the contact sees

In the Schottky–Mott picture, without interface states or interface dipoles, the vacuum levels of metal and semiconductor align at the junction. With electron affinity \(\chi\) and metal work function \(\Phi_M\), the electron barrier is \(\phi_B=\Phi_M-\chi\), which does not contain the bulk Fermi level. The semiconductor work function does contain it: \(\Phi_S=\chi+E_c-E_F=\chi-kTx^*\). The total band bending is therefore
\[
\Phi_M-\Phi_S=\phi_B+kTx^* .
\]
For \(\chi=4.0\) eV and \(\Phi_M=4.8\) eV, the barrier is 0.8 eV and the bending is \(0.8+0.0232=0.823\) eV. In a degenerate n-type bulk the bending exceeds the barrier, because the band edge starts below the Fermi level. Any change in \(x^*\) enters the bending in full: Fermi statistics with full ionization gives 1.042 eV, which is 0.219 eV more.

These numbers describe the ideal electrostatics, not the current through a real contact. With a relative permittivity near 12, the depletion layer at this doping is only about 5 nm wide and its peak field is several MV/cm. The image force then lowers the barrier by roughly 0.2 eV, and electrons can tunnel through what remains. The effective barrier of such a contact is therefore well below 0.8 eV and does depend on the doping.

## Where the scheme and the model stop

**Near-exact compensation.** A rounding error \(\eta\) in \(h\) shifts the root by about \(\eta/|h'|\). For \(N_D=N_A=10^{17}\ \mathrm{cm^{-3}}\), with the other parameters unchanged, the midgap slope is \(-1.19\times10^{-8}\), and the slope at the nearby root is of similar size. One machine epsilon in \(h\) then corresponds to about \(2\times10^{-8}\,kT\), more than the \(\delta\) used above. Certification may then fail, or rounding may produce the required signs at a point farther than \(\delta\) from the root. The number of rounds should therefore be capped, and a certificate should be trusted only if the rounding error of \(h\), divided by \(|h'|\), is well below \(\delta\).

The cure is to cancel the large charges before computing. With the neutral densities \(N_D^0=N_D-N_D^+\) and \(N_A^0=N_A-N_A^-\), define
\[
\tilde P=p+N_A^0+\max(N_D-N_A,0),\quad
\tilde N=n+N_D^0+\max(N_A-N_D,0).
\]
Then \(\tilde P-\tilde N=P-N\), so the root and the bracket are unchanged. The neutral densities must be computed from their own formulas, not by subtraction. For \(N_D=N_A\) with the root deep in the gap, all remaining terms are exponentials, \(\ln(\tilde P/\tilde N)\) has slope close to \(-2\), and
\[
e^{2x^*}\approx e^{-x_g}\,\frac{N_v+4N_Ae^{x_A}}{N_c+2N_De^{x_D}} .
\]
This form should be kept for near-exact compensation. With few acceptors and deep donors that are nearly all neutral, \(\tilde P\) and \(\tilde N\) are both close to \(N_D\), and their logarithmic ratio is flat at the root itself, where the original \(h\) is steep. The safeguard is needed with either form. The numbers in this text use the original \(h\).

**Isolated donors.** Degeneracy with incomplete ionization strains the model itself. For a hydrogen-like donor the wave function decays over \(a=\hbar/\sqrt{2m_cE_D}\). Without acceptors and holes, neutrality gives \(N_D=N_cF_{1/2}(x)(1+2e^{x+x_D})\), which increases with \(x\). Since \(N_ca^3=2(kT/4\pi E_D)^{3/2}\), the condition \(x\ge0\) requires
\[
N_Da^3\ge 2F_{1/2}(0)\,(4\pi x_D)^{-3/2}\left(1+2e^{x_D}\right)\ge0.185 .
\]
The last value is the minimum over \(x_D\), reached at \(x_D=1.645\). It is derived for one isotropic valley, where the same mass enters \(N_c\) and \(a\). Acceptors only raise the required \(N_D\). The donor spacing \(N_D^{-1/3}\) is thus at most \(1.755\,a\), and neighbouring orbitals overlap. In the example the spacing is 2.71 nm and \(a=3.09\) nm. Mott's criterion places the transition to metallic conduction near \(N_D^{1/3}a=0.26\), or \(N_Da^3\approx0.018\). The bound of 0.185 is ten times larger, and the example has \(N_Da^3=1.47\). If all its donors are ionized, the electrons screen the donor potential over about 1.5 nm, less than half of \(a\), and a potential of such short range has no bound level. For shallow donors at this density, full ionization with Fermi statistics is therefore the better starting point for a real crystal. It is no more than a starting point: the value 241.85 meV assumes one parabolic valley up to that energy and leaves out nonparabolicity, gap narrowing and band tails. The certified digits belong to the model; the example shows how the iteration works, not where the Fermi level of such a crystal lies.

**Density-dependent levels.** If the gap or the dopant depths shift with the total doping, they are constants during the iteration and every proof stands. If they depend on the carrier density, they vary with \(x\), and the monotonicity of \(P-N\) must be shown anew before uniqueness can be claimed.

## Numbers as computed

```
temperature = 300 K, kT = 25.8520 meV
electron, hole mass = 0.2, 0.5 m_e; gap = 1.2 eV
donors = 5.0e+19 cm^-3, depth = 20 meV
acceptors = 1.0e+18 cm^-3, depth = 50 meV
Nc = 2.2445e+18 cm^-3, Nv = 8.8721e+18 cm^-3
xg, xd, xa = 46.4181, 0.7736, 1.9341
bracket in x = -47.0363 to 10.6730
first raw Newton step in x (rejected) = 4.681e+07
iterate: x, h, slope, next move
 0  -18.181673298   3.912e+00  -8.358e-08 bisect
 1   -3.754344447   3.765e+00  -1.413e-01 bisect
 2    3.459319979  -3.591e+00  -1.339e+00 bisect
 3   -0.147512234   1.429e+00  -1.278e+00 Newton
 4    0.970847120  -1.067e-01  -1.429e+00 Newton
 5    0.896177735  -1.160e-04  -1.426e+00 Newton
 6    0.896096398  -1.604e-10  -1.426e+00 certified
root x = 0.896096398, certified within 1e-09
direct integration root x = 0.896096398
bisection halvings for same width = 35
E_F - E_c = 23.1659 meV
n = 3.3024e+18 cm^-3, p = 2.510e-02 cm^-3
ionized donors = 4.3024e+18 cm^-3
ionized donor fraction = 8.605 %
ionized acceptors = 1.0000e+18 cm^-3
slope of h at root = -1.42563
quadratic error constant: predicted = 0.01701, measured = 0.01701
E_F - E_c in simpler approximations:
  Boltzmann, full ionization = 79.71 meV
  Boltzmann, incomplete = 17.02 meV
  Fermi, full ionization = 241.85 meV
affinity = 4.0 eV, metal work function = 4.8 eV
Schottky-Mott barrier = 0.8000 eV
semiconductor work function = 3.9768 eV
band bending = 0.8232 eV
band bending, Fermi with full ionization = 1.0418 eV
donor decay length = 3.086 nm, spacing ND^(-1/3) = 2.714 nm
least ND*a^3 for x >= 0: formula = 0.1850, scan = 0.1903
largest spacing/decay length for x >= 0 = 1.755 at xd = 1.645
random cases = 200; iterations: mean = 6.37, most = 10
largest root deviation from direct integration (8 cases) = 1.4e-14 kT
largest relative Fermi-integral deviation = 3.3e-16
ND = NA = 1e+17 cm^-3, midgap slope = -1.19e-08
  machine epsilon/|slope| = 1.9e-08 kT
```
